**Coupled-cluster linear response tested on LiH**

The program tests $G_{XY}(\omega)=\eta^X\cdot t^Y(\omega)+\eta^Y\cdot t^X(-\omega)+t^X(-\omega)\cdot F\,t^Y(\omega)$, with $(A-\omega)t^Y(\omega)=-\xi^Y$ and $\langle\langle X;Y\rangle\rangle_\omega=\tfrac12[G_{XY}(\omega)+G_{XY}(-\omega)^*]$. Here $A$ is the amplitude Jacobian, $\xi$ the perturbed amplitude equations, $\eta$ and $F$ the first and second amplitude derivatives of the Lagrangian, and $t$ the first-order amplitudes. For CCSD it asserts that the formula agrees with derivatives of the quasienergy from nonlinear periodic equations at finite field, and with numerical derivatives of static energies. For full coupled cluster it asserts agreement with the sum over exact eigenstates, including the lowest $z$-allowed pole and its squared transition moment. It also asserts that the imaginary quasienergy of a phase-shifted drive, divided by the product of the two field strengths and extrapolated to zero field, matches within about 2% the difference between $G_{XY}(\omega)$ and $G_{XY}(-\omega)$ in CCSD, and that this difference vanishes numerically in full coupled cluster. The output gives a CCSD polarizability of 11.843 a.u. at 0.05 hartree, against 11.856 a.u. for full coupled cluster in the same minimal basis. The printed finite-field mismatch falls by a factor of 16 when the field is halved from 0.001 to 0.0005 a.u.

## Check in Python

```python
"""Coupled-cluster linear response from the time-averaged quasienergy.

Result under test, for V(t) = a X exp(+i w t) + b Y exp(-i w t):
  G_XY(w) = eta^X.t^Y(w) + eta^Y.t^X(-w) + t^X(-w).F.t^Y(w)
  (A - w) t^Y(w) = -xi^Y,   <<X;Y>>_w = [G_XY(w) + conj(G_XY(-w))]/2
A: Jacobian; xi: perturbed amplitude equations; eta and F: first and second
amplitude derivatives of the Lagrangian; t: first-order amplitudes.
G_XY is the coefficient of a*b in the time-averaged quasienergy.
Orbitals are fixed; energies and fields are in atomic units.
"""
from itertools import combinations
import numpy as np
from scipy import constants, sparse
from pyscf import gto, scf, cc, ao2mo

# ---------- molecule and integrals ----------
bond = 1.6
mol = gto.M(atom=f"Li 0 0 0; H 0 0 {bond}", basis="sto-3g", verbose=0)
mf = scf.RHF(mol)
mf.chkfile = None
mf.conv_tol = 1e-13
mf.kernel()
assert mf.converged
C = mf.mo_coeff
norb = C.shape[1]
nocc = mol.nelectron // 2
h_mo = C.T @ mf.get_hcore() @ C
eri = ao2mo.restore(1, ao2mo.kernel(mol, C), norb)
z_mo = C.T @ mol.intor("int1e_r")[2] @ C
zz_ao = mol.intor("int1e_rr").reshape(3, 3, norb, norb)[2, 2]
zz_mo = C.T @ zz_ao @ C

# ---------- determinant space with two alpha and two beta electrons ----------
strings = [sum(1 << p for p in occ) for occ in combinations(range(norb), nocc)]
dets = [a | (b << norb) for a in strings for b in strings]
position = {d: i for i, d in enumerate(dets)}
dim = len(dets)
hf_string = (1 << nocc) - 1
hf_det = hf_string | (hf_string << norb)
hf = position[hf_det]
hf_vector = np.zeros(dim)
hf_vector[hf] = 1.0


def hop(P, Q):
    """Matrix of creation(P) annihilation(Q) for spin orbitals P and Q."""
    M = np.zeros((dim, dim))
    for j, d in enumerate(dets):
        if (d >> Q) & 1:
            sign = (-1) ** (d & ((1 << Q) - 1)).bit_count()
            d2 = d ^ (1 << Q)
            if not (d2 >> P) & 1:
                sign *= (-1) ** (d2 & ((1 << P) - 1)).bit_count()
                M[position[d2 | (1 << P)], j] = sign
    return M


hops = {(p + s, q + s): hop(p + s, q + s)
        for s in (0, norb) for p in range(norb) for q in range(norb)}
E = np.array([[hops[p, q] + hops[p + norb, q + norb]
               for q in range(norb)] for p in range(norb)])


def one_body(m):
    return np.tensordot(m, E, axes=([0, 1], [0, 1]))


W = np.tensordot(eri, E, axes=([2, 3], [0, 1]))
H0 = one_body(h_mo - 0.5 * np.einsum("pqqs->ps", eri))
for p in range(norb):
    for q in range(norb):
        H0 += 0.5 * E[p, q] @ W[p, q]
H0 += mol.energy_nuc() * np.eye(dim)
Z, ZZ = one_body(z_mo), one_body(zz_mo)
assert np.allclose(H0, H0.T, atol=1e-10)
assert abs(H0[hf, hf] - mf.e_tot) < 1e-9


def exp_apply(T, v, sign=1):
    """exp(sign*T) v; the series ends because only four electrons exist."""
    total, term = v.copy(), v
    for k in range(1, 2 * nocc + 1):
        term = sign * (T @ term) / k
        total = total + term
    return total


class CoupledCluster:
    def __init__(self, max_rank):
        taus, bras = [], []
        for d in dets:
            rank = (hf_det & ~d).bit_count()
            if not 1 <= rank <= max_rank:
                continue
            tau = np.eye(dim)
            for s in (0, norb):
                holes = [i + s for i in range(nocc) if not (d >> (i + s)) & 1]
                parts = [a + s for a in range(nocc, norb) if (d >> (a + s)) & 1]
                for a, i in zip(parts, holes):
                    tau = tau @ hops[a, i]
            bra = np.zeros(dim)
            bra[position[d]] = tau[position[d], hf]
            taus.append(tau)
            bras.append(bra)
        self.tau, self.bras = np.array(taus), np.array(bras)
        self.n = len(taus)
        self.flat = sparse.csr_matrix(self.tau.reshape(self.n, -1)).T.tocsr()
        self.t0, self.energy = self.ground(H0)
        self.prepare()

    def cluster(self, t):
        return (self.flat @ t).reshape(dim, dim)

    def residual(self, t, H):
        T = self.cluster(t)
        H_psi = H @ exp_apply(T, hf_vector)
        return self.bras @ exp_apply(T, H_psi, -1), H_psi[hf]

    def jacobian(self, t, H):
        T = self.cluster(t)
        psi = exp_apply(T, hf_vector)
        commutator = H @ (self.tau @ psi).T - (self.tau @ (H @ psi)).T
        return self.bras @ exp_apply(T, commutator, -1)

    def ground(self, H, start=None):
        t = np.zeros(self.n) if start is None else start.copy()
        for _ in range(25):
            r, energy = self.residual(t, H)
            if np.max(np.abs(r)) < 1e-13:
                break
            t = t - np.linalg.solve(self.jacobian(t, H), r)
        r, energy = self.residual(t, H)
        assert np.max(np.abs(r)) < 1e-11
        return t, energy

    def prepare(self):
        self.T0 = self.cluster(self.t0)
        self.psi = exp_apply(self.T0, hf_vector)
        self.A = self.jacobian(self.t0, H0)
        self.tau_psi = self.tau @ self.psi
        H_psi = H0 @ self.psi
        eta0 = self.tau_psi @ H0[hf]
        self.tbar = np.linalg.solve(self.A.T, -eta0)
        self.lam = hf_vector + (self.tbar @ self.bras) @ exp_apply(
            self.T0, np.eye(dim), -1)
        self.lam_tau = self.lam @ self.tau
        first = ((self.lam @ H0) @ self.tau) @ self.tau_psi.T
        middle = self.lam_tau @ H0 @ self.tau_psi.T
        last = (self.tau @ H_psi) @ self.lam_tau.T
        self.F = first - middle - middle.T + last

    def xi(self, X):
        return self.bras @ exp_apply(self.T0, X @ self.psi, -1)

    def eta(self, X):
        return self.tau_psi @ (self.lam @ X) - self.lam_tau @ (X @ self.psi)

    def first_order(self, X, w):
        return np.linalg.solve(self.A - w * np.eye(self.n), -self.xi(X))

    def parts(self, X, Y, w):
        tY, tX = self.first_order(Y, w), self.first_order(X, -w)
        return np.array([self.eta(X) @ tY, self.eta(Y) @ tX, tX @ self.F @ tY])

    def G(self, X, Y, w):
        return self.parts(X, Y, w).sum()

    def response(self, X, Y, w):
        return 0.5 * (self.G(X, Y, w) + np.conj(self.G(X, Y, -w)))

    def lowest_pole(self, X, threshold=1e-2):
        """Lowest positive pole with appreciable residue for X = Y."""
        values, R = np.linalg.eig(self.A)
        L = np.linalg.inv(R)
        for k in np.argsort(values.real):
            w = values[k].real
            if w <= 0:
                continue
            left = self.eta(X) + self.F @ self.first_order(X, -w)
            residue = ((left @ R[:, k]) * (L[k] @ self.xi(X))).real
            if abs(residue) > threshold:
                return w, residue
        raise AssertionError("no allowed pole found")

    def periodic(self, V_plus, V_minus, w, n_times=7):
        """Nonlinear periodic amplitudes and mean quasienergy at finite field.

        V(t) = V_plus exp(-iwt) + V_minus exp(iwt); no multipliers are used.
        """
        k = np.arange(n_times) - n_times // 2
        phase = 2 * np.pi * np.arange(n_times) / n_times
        to_time = np.exp(-1j * np.outer(phase, k))
        to_freq = to_time.conj().T / n_times
        fields = [H0 + V_plus * np.exp(-1j * f) + V_minus * np.exp(1j * f)
                  for f in phase]
        inverses = [np.linalg.inv(self.A - m * w * np.eye(self.n)) for m in k]
        c = np.zeros((n_times, self.n), complex)
        c[n_times // 2] = self.t0
        for _ in range(40):
            data = [self.residual(t, H) for t, H in zip(to_time @ c, fields)]
            r = to_freq @ np.array([d[0] for d in data])
            r = r - w * k[:, None] * c
            size = np.max(np.abs(r))
            quasienergy = np.mean([d[1] for d in data])
            if size < 2e-15:
                break
            c = c - np.array([inv @ row for inv, row in zip(inverses, r)])
        assert size < 1e-11
        return quasienergy, c[n_times // 2 + 1]


ccsd = CoupledCluster(2)
full = CoupledCluster(4)

# ---------- ground-state checks ----------
reference = cc.CCSD(mf)
reference.conv_tol, reference.conv_tol_normt = 1e-11, 1e-8
reference.kernel()
assert abs(reference.e_tot - ccsd.energy) < 1e-8
levels, states = np.linalg.eigh(H0)
assert abs(full.energy - levels[0]) < 1e-9

# ---------- finite-field quasienergy against the response formula ----------
omega = 0.05
field_steps = (1e-3, 5e-4, 1e-4)


def quasienergy_derivative(X, Y, w, h):
    """Coefficient of a*b, by reversing the sign of b; also t^Y(w).

    Reversal removes the fourth-order field term; the sixth-order term
    leaves an error proportional to h^4.
    """
    q1, c1 = ccsd.periodic(h * Y, h * X, w)
    q2, c2 = ccsd.periodic(-h * Y, h * X, w)
    return (q1 - q2) / (2 * h * h), (c1 - c2) / (2 * h)


G_zz = ccsd.G(Z, Z, omega)
G_mixed, G_mixed_minus = ccsd.G(Z, ZZ, omega), ccsd.G(Z, ZZ, -omega)
t_plus, t_minus = ccsd.first_order(Z, omega), ccsd.first_order(Z, -omega)
by_field = [quasienergy_derivative(Z, Z, omega, h)[0] for h in field_steps]
numeric_zz = by_field[-1]
numeric_mixed, _ = quasienergy_derivative(Z, ZZ, omega, field_steps[-1])
_, numeric_t = quasienergy_derivative(Z, Z, omega, 5e-5)
# Tolerances cover roundoff divided by h^2 and higher orders in the field.
assert abs(numeric_zz - G_zz) < 1e-5 * max(1, abs(G_zz))
assert abs(numeric_mixed - G_mixed) < 1e-5 * max(1, abs(G_mixed))
assert np.max(np.abs(numeric_t - t_plus)) < 1e-5

# ---------- static energy derivative ----------
step = 4e-4
e = {m: ccsd.ground(H0 + m * step * Z, ccsd.t0)[1] for m in (-2, -1, 0, 1, 2)}
static_numeric = (-e[2] + 16*e[1] - 30*e[0] + 16*e[-1] - e[-2]) / (12*step**2)
assert abs(static_numeric - ccsd.response(Z, Z, 0.0)) < 1e-4

# ---------- full CC against the sum over exact eigenstates ----------
gaps = levels[1:] - levels[0]


def exact_response(X, Y, w):
    x = states[:, 0] @ X @ states[:, 1:]
    y = states[:, 0] @ Y @ states[:, 1:]
    return np.sum(x * y / (w - gaps) - x * y / (w + gaps))


for w in (0.0, omega, 2 * omega):
    for Y in (Z, ZZ):
        exact = exact_response(Z, Y, w)
        assert abs(full.G(Z, Y, w) - exact) < 1e-7 * max(1, abs(exact))

# ---------- need for symmetrization: phase-shifted Hermitian drive ----------
asymmetry = G_mixed - G_mixed_minus
full_asymmetry = full.G(Z, ZZ, omega) - full.G(Z, ZZ, -omega)
weight = 0.2  # relative strength of the z^2 part of the drive


def imaginary_part(h):
    """Im of the mean quasienergy per product of the two field strengths."""
    q, _ = ccsd.periodic(h * (Z + 1j * weight * ZZ),
                         h * (Z - 1j * weight * ZZ), omega)
    return q.imag / (weight * h * h)


# The leading field error is proportional to h^2 and is extrapolated away.
imaginary = (4 * imaginary_part(2.5e-4) - imaginary_part(5e-4)) / 3
assert abs(asymmetry) > 1e-6
assert abs(full_asymmetry) < 1e-7
assert abs(imaginary - asymmetry) < 0.02 * abs(asymmetry) + 3e-8

# ---------- poles and residues ----------
pole_sd, strength_sd = ccsd.lowest_pole(Z)
pole_full, strength_full = full.lowest_pole(Z)
moments = (states[:, 0] @ Z @ states[:, 1:]) ** 2
bright = np.flatnonzero(moments > 1e-2)[0]
assert abs(pole_full - gaps[bright]) < 1e-7
assert abs(strength_full - moments[bright]) < 1e-6
offset = 1e-6
near_pole = offset * ccsd.G(Z, Z, pole_sd + offset)
assert abs(near_pole - strength_sd) < 2e-4

# ---------- worked example ----------
part = ccsd.parts(Z, Z, omega)
a0 = constants.physical_constants["Bohr radius"][0] / constants.angstrom
eV = constants.physical_constants["Hartree energy in eV"][0]
print(f"LiH bond length: {bond:.2f} angstrom")
print(f"Spatial orbitals: {norb}; determinants: {dim}")
print(f"Amplitudes, CCSD: {ccsd.n}; full CC: {full.n}")
print(f"RHF energy: {mf.e_tot:.8f} hartree")
print(f"CCSD energy: {ccsd.energy:.8f} hartree")
print(f"Full CC energy: {full.energy:.8f} hartree")
print(f"Frequency omega: {omega:.3f} hartree")
print("CCSD, X = Y = z, at omega:")
print(f"  norm of xi: {np.linalg.norm(ccsd.xi(Z)):.6f} a.u.")
print(f"  norm of eta: {np.linalg.norm(ccsd.eta(Z)):.6f} a.u.")
print(f"  norm of t(+omega): {np.linalg.norm(t_plus):.6f} a.u.")
print(f"  norm of t(-omega): {np.linalg.norm(t_minus):.6f} a.u.")
print(f"  eta.t(+omega): {part[0]:.6f} a.u.")
print(f"  eta.t(-omega): {part[1]:.6f} a.u.")
print(f"  t(-omega).F.t(+omega): {part[2]:.6f} a.u.")
print(f"  response function: {G_zz:.6f} a.u.")
print(f"  from finite-field quasienergy: {numeric_zz.real:.6f} a.u.")
for h, value in zip(field_steps, by_field):
    print(f"  mismatch at field {h:.1e} a.u.: {abs(value - G_zz):.2e} a.u.")
print(f"Static response from formula: {ccsd.response(Z, Z, 0):.6f} a.u.")
print(f"Static response from energies: {static_numeric:.6f} a.u.")
for w in (0.0, omega, 2 * omega):
    print(f"alpha_zz at {w:.3f} hartree, CCSD: "
          f"{-ccsd.response(Z, Z, w):.6f} a.u.")
    print(f"alpha_zz at {w:.3f} hartree, full CC: "
          f"{-full.response(Z, Z, w):.6f} a.u.")
    print(f"alpha_zz at {w:.3f} hartree, exact sum: "
          f"{-exact_response(Z, Z, w):.6f} a.u.")
print(f"CCSD alpha_zz(omega), converted: {-G_zz * a0**3:.6f} angstrom^3")
print("CCSD, X = z and Y = z^2 (origin at Li):")
print(f"  G(+omega): {G_mixed:.8f} a.u.")
print(f"  G(-omega): {G_mixed_minus:.8f} a.u.")
print(f"  symmetrized response: {ccsd.response(Z, ZZ, omega):.8f} a.u.")
print(f"  G(+omega)-G(-omega): {asymmetry:.4e} a.u.")
print(f"  same from Im quasienergy: {imaginary:.4e} a.u.")
print(f"  full CC difference, absolute: {abs(full_asymmetry):.1e} a.u.")
print(f"Lowest z-allowed pole, CCSD: {pole_sd:.6f} hartree")
print(f"Lowest z-allowed pole, CCSD: {pole_sd * eV:.4f} eV")
print(f"Lowest z-allowed pole, full CC: {pole_full:.6f} hartree")
print(f"Pole residue, CCSD: {strength_sd:.6f} bohr^2")
print(f"Pole residue, full CC: {strength_full:.6f} bohr^2")
print(f"Exact squared transition moment: {moments[bright]:.6f} bohr^2")
print("every check passed")
```

Output:

```
LiH bond length: 1.60 angstrom
Spatial orbitals: 6; determinants: 225
Amplitudes, CCSD: 92; full CC: 224
RHF energy: -7.86186477 hartree
CCSD energy: -7.88231382 hartree
Full CC energy: -7.88232438 hartree
Frequency omega: 0.050 hartree
CCSD, X = Y = z, at omega:
  norm of xi: 1.175705 a.u.
  norm of eta: 1.269419 a.u.
  norm of t(+omega): 9.255137 a.u.
  norm of t(-omega): 4.333655 a.u.
  eta.t(+omega): -8.614477 a.u.
  eta.t(-omega): -4.484757 a.u.
  t(-omega).F.t(+omega): 1.255822 a.u.
  response function: -11.843412 a.u.
  from finite-field quasienergy: -11.843412 a.u.
  mismatch at field 1.0e-03 a.u.: 4.03e-04 a.u.
  mismatch at field 5.0e-04 a.u.: 2.50e-05 a.u.
  mismatch at field 1.0e-04 a.u.: 2.73e-08 a.u.
Static response from formula: -10.480692 a.u.
Static response from energies: -10.480692 a.u.
alpha_zz at 0.000 hartree, CCSD: 10.480692 a.u.
alpha_zz at 0.000 hartree, full CC: 10.490592 a.u.
alpha_zz at 0.000 hartree, exact sum: 10.490592 a.u.
alpha_zz at 0.050 hartree, CCSD: 11.843412 a.u.
alpha_zz at 0.050 hartree, full CC: 11.856395 a.u.
alpha_zz at 0.050 hartree, exact sum: 11.856395 a.u.
alpha_zz at 0.100 hartree, CCSD: 21.198945 a.u.
alpha_zz at 0.100 hartree, full CC: 21.244199 a.u.
alpha_zz at 0.100 hartree, exact sum: 21.244199 a.u.
CCSD alpha_zz(omega), converted: 1.755013 angstrom^3
CCSD, X = z and Y = z^2 (origin at Li):
  G(+omega): -30.99328622 a.u.
  G(-omega): -30.99435436 a.u.
  symmetrized response: -30.99382029 a.u.
  G(+omega)-G(-omega): 1.0681e-03 a.u.
  same from Im quasienergy: 1.0679e-03 a.u.
  full CC difference, absolute: 7.1e-15 a.u.
Lowest z-allowed pole, CCSD: 0.132970 hartree
Lowest z-allowed pole, CCSD: 3.6183 eV
Lowest z-allowed pole, full CC: 0.132910 hartree
Pole residue, CCSD: 0.544342 bohr^2
Pole residue, full CC: 0.544767 bohr^2
Exact squared transition moment: 0.544767 bohr^2
every check passed
```
